# Configurational Entropy and the Weakening Drive for Oxygen Uptake

Suppose that a metal layer is placed on a gate stack to draw oxygen out of a thin interlayer oxide, and that its ability to do so is judged by one number, the energy gained when an oxygen atom moves from the oxide into the metal. This leads to two wrong conclusions. If the number is negative, one predicts that no oxygen moves at all, although some does. If it is positive, one predicts that the metal takes up oxygen until every site is full, although uptake stops earlier. What is missing is the entropy of distributing the oxygen over the metal's sites. It gives the chemical potential a term \(k_BT\ln[x/(1-x)]\), where \(x\) is the filled fraction of sites. This term can be misread in turn: it diverges as \(x\to0\), but the uptake rate does not.

## The chemical potential from counting

Let the metal contain \(M\) equivalent interstitial sites, each able to hold at most one oxygen atom, and let \(n\) of them be filled, so that \(x=n/M\). The oxygen atoms do not interact, an assumption relaxed in the last derivation below. An atom on a site has free energy \(e_0\), which includes its binding and its vibrations and does not depend on \(x\), though it may depend on the temperature \(T\). Pressure–volume work is neglected. The algebra is in atomic units, with energies in hartree and \(k_B\) written out; numbers are given in eV and angstrom.

All arrangements of \(n\) atoms have the same energy factor, so the partition function is that factor times the number of arrangements:

\[
Z_n=\binom{M}{n}e^{-ne_0/k_BT},\qquad \binom{M}{n}=\frac{M!}{n!\,(M-n)!}. \tag{1}
\]

The free energy \(F=-k_BT\ln Z_n\) is therefore

\[
F(n)=ne_0-k_BT\ln\binom{M}{n}. \tag{2}
\]

The cost of one more atom requires the ratio of successive binomial coefficients,

\[
\frac{\binom{M}{n+1}}{\binom{M}{n}}
=\frac{n!\,(M-n)!}{(n+1)!\,(M-n-1)!}
=\frac{M-n}{n+1}. \tag{3}
\]

The numerator counts the empty sites open to the new atom. The denominator appears because the \(n+1\) atoms are identical: each final arrangement can be reached by regarding any one of them as the last to arrive. Hence

\[
F(n+1)-F(n)=e_0+k_BT\ln\frac{n+1}{M-n}. \tag{4}
\]

This holds for any \(M\) in the model. When \(n\) and \(M-n\) are both large, \(n+1\) may be replaced by \(n\), and division of numerator and denominator by \(M\) gives the chemical potential

\[
\mu(x)=e_0+k_BT\ln\frac{x}{1-x}. \tag{5}
\]

The divergence at \(x\to0\) belongs to the limit of infinite \(M\). For the first atom, \(n=0\) in (4) gives \(e_0-k_BT\ln M\), which is finite.

## The oxide as a source

Let the interlayer be an oxide SO\(_2\) in contact with its semiconductor S, with free energies \(g_{\mathrm{SO_2}}\) and \(g_{\mathrm S}\) per formula unit. The decomposition SO\(_2\to\) S + 2 O releases two oxygen atoms. While both phases are present and in equilibrium, the oxygen chemical potential \(\mu_s\) satisfies \(g_{\mathrm{SO_2}}=g_{\mathrm S}+2\mu_s\), so

\[
\mu_s=\tfrac12\left(g_{\mathrm{SO_2}}-g_{\mathrm S}\right). \tag{6}
\]

This value stays fixed as the oxide shrinks, because the phases change in amount but not in composition. Interface, elastic and electric-field energies are left out. In a layer a few angstrom thick they may make \(\mu_s\) depend on thickness, and (6) must then be corrected.

## The drive and where it vanishes

Define the drive \(A\) as the free energy released when one oxygen atom passes from source to metal, so that \(A>0\) favours uptake. From (5),

\[
A(x)=\mu_s-\mu(x)=A_0-k_BT\ln\frac{x}{1-x},\qquad A_0=\mu_s-e_0. \tag{7}
\]

At \(x=\tfrac12\) the logarithm is zero, so \(A_0\) is the drive at half filling. Below half filling entropy adds to \(A_0\); above it, entropy subtracts. Since \(\ln[x/(1-x)]=\ln x-\ln(1-x)\), the slope is

\[
\frac{dA}{dx}=-k_BT\left(\frac1x+\frac1{1-x}\right)=-\frac{k_BT}{x(1-x)}. \tag{8}
\]

It is negative for every \(0<x<1\), so the drive falls throughout. The fall is steepest near the two ends and gentlest at half filling, where the slope is \(-4k_BT\).

Uptake stops when \(A=0\). Equation (7) then gives \(x_{eq}/(1-x_{eq})=e^{A_0/k_BT}\), and solving for \(x_{eq}\),

\[
x_{eq}=\frac{1}{1+e^{-A_0/k_BT}}. \tag{9}
\]

This lies strictly between 0 and 1 for any finite \(A_0\) at \(T>0\). An empty macroscopic metal therefore takes up some oxygen even when \(A_0<0\), that is, when each site is less favourable than the source before the mixing entropy is counted. If \(A_0\) is negative and large compared with \(k_BT\), then \(x_{eq}\approx e^{A_0/k_BT}\), which is a very small amount. If \(A_0\) is positive and large, the unfilled fraction is \(1-x_{eq}\approx e^{-A_0/k_BT}\).

## Why the drive weakens in the dilute range

It is tempting to say that the drive weakens because the sites fill up. Equation (8) separates the two causes. The term \(1/x\) comes from \(\ln x\), and the term \(1/(1-x)\) from the loss of empty sites. Their ratio is

\[
\frac{1/(1-x)}{1/x}=\frac{x}{1-x}, \tag{10}
\]

which is small when \(x\) is small and reaches one at half filling. In a dilute metal, then, site blocking contributes little to the weakening.

The same conclusion follows if blocking is removed from the model. Let each of \(n\) atoms choose any of \(M\) sites, occupied or not, and divide by \(n!\) because the atoms are identical. The weight \(M^n/n!\) replaces the binomial coefficient, and the next atom multiplies it by \(M/(n+1)\). The chemical potential becomes

\[
\mu_{\text{no blocking}}=e_0+k_BT\ln\frac{n+1}{M}\approx e_0+k_BT\ln x. \tag{11}
\]

No site is ever unavailable here, yet the drive still falls. The reason is the factor \(n+1\): the more identical atoms are present, the less the logarithm of the weight \(M^n/n!\) grows with the next one. At 700 K, where \(k_BT=0.0603\) eV, filling from \(x=0.001\) to \(x=0.1\) lowers the drive by 0.278 eV without blocking and by 0.284 eV with it. About 98% of the weakening over this range is thus present without any blocking.

## The total free energy released

The large drive at small \(x\) acts on few atoms. The free energy released per metal site, from empty to filling \(x\), is the integral of the drive:

\[
R(x)=\int_0^xA(y)\,dy
=A_0x-k_BT\int_0^x\left[\ln y-\ln(1-y)\right]dy. \tag{12}
\]

The first logarithm integrates to

\[
\int_0^x\ln y\,dy=x\ln x-x, \tag{13}
\]

because \(y\ln y\to0\) at the lower limit. For the second, put \(u=1-y\):

\[
\int_0^x\ln(1-y)\,dy=\int_{1-x}^{1}\ln u\,du
=-(1-x)\ln(1-x)-x. \tag{14}
\]

Subtracting (14) from (13) cancels the terms \(-x\), and

\[
R(x)=A_0x-k_BT\left[x\ln x+(1-x)\ln(1-x)\right]. \tag{15}
\]

The bracket is negative, so mixing adds to the release. \(R\) tends to zero as \(x\to0\) although \(A\) diverges. The mean release per transferred atom is \(R(x)/x\). It exceeds the drive \(A(x)\) felt by the last atom, because the earlier atoms had the larger drive.

## A finite interlayer

Let the interlayer have thickness \(t_{ox}\) and contain \(n_O\) oxygen atoms per unit volume. Let the metal have thickness \(d\) and \(n_s\) sites per unit volume. Per unit area there are \(n_Ot_{ox}\) oxygen atoms and \(n_sd\) sites. If all the oxygen dissolved, the filling would be

\[
x_{full}=\frac{n_Ot_{ox}}{n_sd}. \tag{16}
\]

The total free energy of oxide, semiconductor and metal falls by \(n_sd\,R(x)\) per unit area as the metal fills to \(x\). Since \(dR/dx=A\), and \(A\) is positive below \(x_{eq}\) and negative above it, there are two outcomes. If \(x_{full}\le x_{eq}\), the free energy falls until the oxide is gone. If \(x_{full}>x_{eq}\), transfer stops at \(x_{eq}\) with oxide left over. The dissolved share of the oxygen is then \(x_{eq}/x_{full}\), so the remaining thickness is

\[
t_{left}=t_{ox}\left(1-\frac{x_{eq}}{x_{full}}\right). \tag{17}
\]

The boundary \(x_{full}=x_{eq}\) gives the smallest metal thickness that can remove the whole interlayer:

\[
d_{min}=\frac{n_Ot_{ox}}{n_sx_{eq}}. \tag{18}
\]

A direct minimization of the total free energy over the number of dissolved oxide units confirms this: metal 2% thinner than \(d_{min}\) leaves oxide behind, and metal 2% thicker leaves none, in all three cases treated below.

Equations (17) and (18) assume that the oxygen only dissolves. If the metal can also form an oxide of its own, and this oxide coexists with the metal at an oxygen chemical potential below \(\mu_s\), uptake can continue beyond \(x_{eq}\). The two equations then no longer give the remaining oxide or the minimum metal thickness.

## From drive to rate

A drive fixes the direction of transfer but not its speed. Take the metal to be well mixed, so that diffusion inside it is fast compared with entry, and let oxygen pass between source and metal in a single step. Let each empty site be filled at rate \(k_{in}\) and each filled site be emptied at rate \(k_{out}\), both independent of \(x\). Because oxygen enters through the interface but spreads over the whole layer, both rates are inversely proportional to the metal thickness \(d\). At fixed \(d\),

\[
\frac{dx}{dt}=k_{in}(1-x)-k_{out}x. \tag{19}
\]

At equilibrium with the source the two flows must balance, which with (9) gives

\[
\frac{k_{out}}{k_{in}}=\frac{1-x_{eq}}{x_{eq}}=e^{-A_0/k_BT}. \tag{20}
\]

The ratio of backward to forward flow at any filling is then

\[
\frac{k_{out}x}{k_{in}(1-x)}=e^{-A_0/k_BT}\,\frac{x}{1-x}=e^{-A(x)/k_BT}, \tag{21}
\]

where the last step is (7) divided by \(-k_BT\) and exponentiated. Taking the forward flow out of (19) as a factor,

\[
\frac{dx}{dt}=k_{in}(1-x)\left[1-e^{-A(x)/k_BT}\right]. \tag{22}
\]

For \(A\gg k_BT\) the bracket is close to one and the rate is \(k_{in}(1-x)\), whatever the size of the drive. At fixed \(k_{in}\), a larger drive suppresses the return of oxygen but does not speed up its entry. If the drive is instead raised through a higher \(\mu_s\), with the top of the entry barrier unchanged, \(k_{in}\) itself increases. As \(x\to0\) the rate tends to \(k_{in}\), while \(A\) diverges. Near equilibrium, where \(|A|\ll k_BT\), expansion of the exponential gives \(dx/dt\approx k_{in}(1-x)A/k_BT\), and in this range the rate is proportional to the drive.

These statements rest on the single step. If a dielectric lies between metal and interlayer, and oxygen crosses it slowly by hopping into dilute vacancies, the metal sets the vacancy concentration on its side to \(e^{A/k_BT}\) times the value on the source side. The flux then follows \(e^{A/k_BT}-1\) and depends strongly on the drive, until entry into the metal or saturation of the vacancies limits it. The rate remains finite as \(x\to0\), but (19) and the rate results derived from it no longer describe it.

If the source lasts, (19) can be solved for all times. By (20), \(k_{in}/(k_{in}+k_{out})=x_{eq}\), so (19) reads

\[
\frac{dx}{dt}=(k_{in}+k_{out})(x_{eq}-x), \tag{23}
\]

and for an initially empty metal

\[
x(t)=x_{eq}\left[1-e^{-(k_{in}+k_{out})t}\right]. \tag{24}
\]

The filling reaches 90% of \(x_{eq}\) when the exponential equals 0.1, at \(t_{90}=\ln10/(k_{in}+k_{out})\). Equation (24) also shows that a metal of thickness \(d_{min}\) would need unlimited time to finish, since its final filling is \(x_{eq}\) itself. Removal in a finite time requires a thicker layer.

## When attraction reverses the trend

Now let every pair of oxygen atoms in the metal have energy \(w/M\), whatever their separation. This is a mean-field model: \(w<0\) means attraction, and \(w\) is the interaction energy of one atom with an otherwise full metal when \(M\) is large. With \(n(n-1)/2\) pairs, an added atom changes the pair energy by

\[
\frac{w}{2M}\left[(n+1)n-n(n-1)\right]=\frac{wn}{M}=wx. \tag{25}
\]

This is added to \(\mu\) and so subtracted from \(A\), whose slope becomes

\[
\frac{dA}{dx}=-w-\frac{k_BT}{x(1-x)}. \tag{26}
\]

The smallest value of \(1/[x(1-x)]\) is 4, at \(x=\tfrac12\). The slope is therefore nowhere positive if

\[
w\ge-4k_BT, \tag{27}
\]

and at equality it vanishes at half filling alone. Repulsion makes the drive weaken faster. Attraction stronger than the limit creates a range around half filling in which each added atom makes the next more welcome. There the free energy of the uniform solution is no longer convex in \(x\). Within this model the metal still stays uniform, because the pair energy does not depend on where the atoms sit, and separating them would only lose entropy. If the attraction acts only between nearby atoms, however, a metal can lower its free energy by separating into oxygen-poor and oxygen-rich regions; the present model then gives only a rough estimate of the attraction required, and the true value is larger by an amount that depends on the lattice. On a square lattice with attraction between nearest neighbours only, for example, an atom's total attraction to an otherwise full lattice must exceed about \(7k_BT\), not \(4k_BT\). On a three-dimensional face-centred cubic lattice, closer to the interstitial sites of a metal, the corresponding value is only about \(4.9k_BT\). Equation (9) holds only for \(w=0\). For other \(w\), the equilibrium filling of a uniform solution satisfies \(A_0-wx=k_BT\ln[x/(1-x)]\), and for attraction beyond the limit this equation can have more than one solution. Even with such attraction, the drive still falls at sufficiently small \(x\), where the logarithm's slope exceeds any finite \(|w|\). At 700 K the limit is \(w=-0.241\) eV.

## Worked example

The parameters are round model values and represent no particular material. The temperature is 700 K. The interlayer is 6 angstrom thick and the metal 20 angstrom. The oxygen density of the oxide and the site density of the metal are both 0.05 per cubic angstrom. With \(g_{\mathrm S}=-5\) eV and \(g_{\mathrm{SO_2}}=-15\) eV, (6) gives

\[
\mu_s=\tfrac12\left[-15-(-5)\right]=-5\ \text{eV}.
\]

Equation (16) gives \(x_{full}=(0.05\times6)/(0.05\times20)=0.30\). Three metals are compared, with \(e_0=-4.90\), \(-5.10\) and \(-6.00\) eV, hence \(A_0=-0.10\), \(0.10\) and \(1.00\) eV.

Take \(A_0=0.10\) eV first. At \(x=0.001\), \(\ln(0.001/0.999)=-6.907\), so

\[
A=0.10+0.06032\times6.907=0.517\ \text{eV},
\]

or 0.0190 hartree. Most of this initial drive is entropy. The course of filling is as follows.

| \(x\) | \(A\) (eV) | \(A/k_BT\) | rate\(/k_{in}\) |
|---|---|---|---|
| 0.001 | 0.517 | 8.56 | 0.999 |
| 0.01 | 0.377 | 6.25 | 0.988 |
| 0.1 | 0.233 | 3.86 | 0.881 |
| 0.3 | 0.151 | 2.51 | 0.643 |
| 0.5 | 0.100 | 1.66 | 0.405 |
| 0.8 | 0.016 | 0.27 | 0.048 |

The last two rows require a source larger than this interlayer, which is used up at \(x=0.30\). Between the first and third rows the drive falls by more than half, while the rate falls by only 12%. At \(x=0.3\) the two factors in (22) are \(1-x=0.70\) and \(1-e^{-2.505}=0.918\), with product 0.643. Most of the reduction in rate up to this point is therefore due to blocked sites, although most of the reduction in drive is not.

The interlayer is removed completely, because \(x_{eq}=1/(1+e^{-1.658})=0.840\) exceeds 0.30. By (18), with equal densities, \(d_{min}=6/0.840=7.14\) angstrom. The mean release is 0.223 eV per oxygen atom, of which 0.10 eV is \(A_0\) and 0.123 eV is mixing entropy.

For \(A_0=-0.10\) eV the drive at \(x=0.001\) is still \(-0.100+0.417=0.317\) eV, and uptake begins. It ends at \(x_{eq}=1/(1+e^{1.658})=0.160\), below \(x_{full}\). The interlayer left is

\[
t_{left}=6\left(1-\frac{0.1601}{0.300}\right)=2.80\ \text{angstrom}.
\]

Just over half of the oxide has gone into a metal whose sites are each 0.10 eV less favourable than the source. The mean release is 0.066 eV per atom, positive because the entropy gain outweighs this cost. Complete removal would take \(6/0.1601=37.5\) angstrom of metal.

For \(A_0=1.00\) eV the drive starts at 1.417 eV at \(x=0.001\) and is still 1.051 eV at \(x=0.30\). The loss of 0.366 eV is the same as for \(A_0=0.10\) eV, since the logarithm in (7) does not contain \(A_0\). Relative to the starting value, however, it is 26% here and 71% there. For a strongly binding metal the weakening is a modest correction to the drive, and what limits removal is the number of sites. The unfilled fraction at equilibrium is only \(6\times10^{-8}\), so \(d_{min}\) is 6.00 angstrom, the thickness at which sites and oxygen atoms are equal in number. At such high filling the neglect of interactions is hardest to defend, and this value should be read as the site-counting limit of the model.

The rates at \(x=0.1\) are 0.375, 0.881 and 0.900 times \(k_{in}\) for the three metals in order. Raising \(A_0\) from 0.10 to 1.00 eV changes the rate by about 2%, because the return flow was already small. This comparison keeps \(k_{in}\) the same for all three; a real change of metal may also alter the entry barrier, which the drive does not determine. It also assumes single-step transfer; when transport through an intervening dielectric limits the rate, the same change of \(A_0\) can alter the rate by a large factor.

With a lasting source, \(t_{90}\) is 0.37, 1.93 and 2.30 in units of \(1/k_{in}\). The weakest binder reaches its plateau first, not because it absorbs faster but because its plateau is low: by (20) its exit rate is \(e^{1.658}=5.25\) times \(k_{in}\), and (24) relaxes at the sum of the two rates. The numerical output below lists these values for all three cases.

## Computed values

```
Temperature: 700 K; kB T: 0.06032 eV
Interlayer thickness: 6.0 angstrom
Metal thickness: 20.0 angstrom
Oxide oxygen density: 0.050 per cubic angstrom
Metal site density: 0.050 per cubic angstrom
g of S: -5.00 eV; g of SO2: -15.00 eV
Source chemical potential: -5.00 eV per O
Filling if all interlayer oxygen dissolves: 0.300
Filling course for A0 = 0.10 eV:
  x=0.001: drive 0.5166 eV, drive/kBT 8.565, rate/k_in 0.9988
  x=0.010: drive 0.3772 eV, drive/kBT 6.253, rate/k_in 0.9881
  x=0.100: drive 0.2325 eV, drive/kBT 3.855, rate/k_in 0.8809
  x=0.300: drive 0.1511 eV, drive/kBT 2.505, rate/k_in 0.6428
  x=0.500: drive 0.1000 eV, drive/kBT 1.658, rate/k_in 0.4047
  x=0.800: drive 0.0164 eV, drive/kBT 0.271, rate/k_in 0.0476
Drive at x=0.001, A0=0.10 eV: 0.01899 hartree
Drive loss x=0.001 to 0.1, with blocking: 0.2840 eV
Drive loss x=0.001 to 0.1, no blocking: 0.2777 eV
Case A0 = -0.10 eV; site free energy -4.90 eV
  equilibrium filling 0.1601; 1-x_eq 8.399e-01
  drive at x=0.001: 0.3166 eV
  rate/k_in at x=0.1: 0.3752
  final filling 0.1601; final drive 0.0000 eV
  mean free energy released: 0.0657 eV per O
  interlayer left: 2.799 angstrom
  minimum metal for full removal: 37.486 angstrom
  time to 90% of x_eq, lasting source: 0.369 / k_in
Case A0 = 0.10 eV; site free energy -5.10 eV
  equilibrium filling 0.8399; 1-x_eq 1.601e-01
  drive at x=0.001: 0.5166 eV
  rate/k_in at x=0.1: 0.8809
  final filling 0.3000; final drive 0.1511 eV
  mean free energy released: 0.2228 eV per O
  interlayer left: 0.000 angstrom
  minimum metal for full removal: 7.143 angstrom
  time to 90% of x_eq, lasting source: 1.934 / k_in
Case A0 = 1.00 eV; site free energy -6.00 eV
  equilibrium filling 1.0000; 1-x_eq 6.314e-08
  drive at x=0.001: 1.4166 eV
  rate/k_in at x=0.1: 0.9000
  final filling 0.3000; final drive 1.0511 eV
  mean free energy released: 1.1228 eV per O
  interlayer left: 0.000 angstrom
  minimum metal for full removal: 6.000 angstrom
  time to 90% of x_eq, lasting source: 2.303 / k_in
Pair-energy threshold w = -4 kB T: -0.2413 eV
```
